\section*{Why Cross Two-Photon Absorption Lowers Heralding Efficiency in Silicon Pair Sources}

\section*{Question}

A pump pulse in a silicon waveguide creates signal--idler photon pairs by four-wave mixing. An idler detected at the output heralds its signal partner. Suppose that scattering and every other linear loss are negligible, and that a single signal photon has too little energy to cross the band gap. Why can the idler still arrive without its partner, and how often does this happen?

\section*{The missing photon is absorbed together with a pump photon}

Near 1550 nm a photon carries $\hbar\omega=0.80$ eV, while the indirect gap of silicon is roughly 1.1 eV. One photon cannot lift an electron across the gap, but two can, since $2\hbar\omega=1.60$ eV. The two need not both come from the pump. A signal photon travels inside the pump pulse, surrounded by pump photons, and can be absorbed jointly with one of them. This is cross two-photon absorption. It acts on the signal as a loss proportional to the local pump power, and a measurement with weak light and no pump does not reveal it.

Absorption of two pump photons has a different effect. It weakens the pump, so fewer pairs are made, but it removes no member of an existing pair. The efficiency falls because the pump that creates pairs also breaks them.

Define the intrinsic heralding efficiency $\eta$ as the probability, given an idler at the waveguide output, that its signal partner is there too. Filters, output coupling and detectors are excluded. The idler is the herald, so the absorption that matters is that of the signal. If an idler is absorbed, a herald is lost, but the heralds that remain are not spoiled.

\section*{How strong is the cross absorption?}

Let $E(z,t)$ be the field envelope, normalized so that $|E|^2$ is power. All waves have the same polarization and nearly equal frequencies, so one two-photon coefficient $\beta$, one Kerr index $n_2$ and one effective area $A$ serve for all. Without linear loss,
\begin{equation}
\frac{\partial E}{\partial z}=\left(i\gamma-\frac{\beta}{2A}\right)|E|^2E,
\qquad \gamma=\frac{k_0n_2}{A},\qquad k_0=\frac{2\pi}{\lambda}.
\end{equation}
Dispersion is added below. For the pump alone, with power $P=|E|^2$,
\begin{equation}
\frac{dP}{dz}=2\,\mathrm{Re}\left(E^*\frac{\partial E}{\partial z}\right)=-\frac{\beta}{A}P^2
\quad\Rightarrow\quad
P(z)=\frac{P_0}{1+\beta P_0z/A}.
\end{equation}
The second form follows from $d(1/P)/dz=\beta/A$. The pump is taken as flat-topped in time, so $P_0$ is its peak power.

Now add weak waves at frequency offsets $\pm\Omega$:
\begin{equation}
E=a_p+a_se^{-i\Omega t}+a_ie^{i\Omega t}.
\end{equation}
In $|E|^2E=E^*EE$, collect the terms that vary as $e^{-i\Omega t}$ and are linear in the weak waves. If $E^*$ supplies $a_p^*$, the signal can come from either of the two factors $E$, which gives $2|a_p|^2a_s$. If $E^*$ supplies $a_i^*e^{-i\Omega t}$, both factors $E$ are pump, which gives $a_p^2a_i^*$. Hence
\begin{equation}
\frac{da_s}{dz}=\left(i\gamma-\frac{\beta}{2A}\right)\left(2Pa_s+a_p^2a_i^*\right).
\end{equation}
The first term attenuates the signal amplitude at the rate $\beta P/A$, and therefore its power at the rate
\begin{equation}
\alpha(z)=\frac{2\beta P(z)}{A}.
\end{equation}
This is twice the pump's own fractional loss rate, $\beta P/A$. The factor two comes from the two places the weak wave can occupy. The second term creates pairs. Its coefficient contains $\beta$ as well as $\gamma$, because two-photon absorption also couples the weak waves coherently.

\section*{Equations for pairs}

Write $a_p=\sqrt P\,e^{i\phi}$ with $\phi'=\gamma P$, and measure the phases of the weak waves from $\phi$. Each weak wave then keeps a phase rate $2\gamma P-\gamma P=\gamma P$. Dispersion $\beta_2$ adds $\beta_2\Omega^2/2$ to each, so a pair has the mismatch
\begin{equation}
\theta=2\gamma P+\beta_2\Omega^2 .
\end{equation}
Anomalous dispersion, $\beta_2<0$, can cancel it. I take $\theta=0$; the small remainder caused by the falling pump is sized below.

For single photons the amplitudes become mode operators $b_s,b_i$. Loss must then be accompanied by noise, or the commutators would decay:
\begin{equation}
b_s'=-\frac{\alpha}{2}b_s+iGb_i^\dagger+\sqrt\alpha f_s,\qquad
b_i'=-\frac{\alpha}{2}b_i+iGb_s^\dagger+\sqrt\alpha f_i,
\end{equation}
with $G=(\gamma+i\beta/2A)P$. The noise operators $f_s,f_i$ are independent and in vacuum: the absorber starts empty, and the two cross processes deposit different energies.

Let $n=\langle b_i^\dagger b_i\rangle$, equal to the signal number by symmetry, and $M=\langle b_sb_i\rangle$. The product rule gives
\begin{align}
n'&=-\alpha n+2\,\mathrm{Re}(iGM^*),\\
M'&=-\alpha M+iG\left(\langle b_i^\dagger b_i\rangle+\langle b_sb_s^\dagger\rangle\right)
=-\alpha M+iG(1+2n).
\end{align}
The vacuum noise contributes nothing to these two averages. For few pairs per mode, $n\ll1$, the term $2n$ is dropped.

The coefficients all scale with $P$. A new distance variable removes it:
\begin{equation}
du=\frac{\beta P}{A}dz=-\frac{dP}{P},\qquad
u=\ln\frac{P_0}{P(L)}=\ln\left(1+\frac{\beta P_0L}{A}\right).
\end{equation}
Thus $u$ measures pump depletion. Per unit $u$, the photon loss rate is $2$ and the coupling strength is
\begin{equation}
q=\frac{|G|A}{\beta P}=\sqrt{r^2+\frac14},\qquad r=\frac{\gamma A}{\beta}=\frac{k_0n_2}{\beta}.
\end{equation}
The phase of $G$ is constant, so $M=i(G/|G|)m$ with $m$ real, and
\begin{equation}
\frac{dm}{du}=-2m+q,\qquad \frac{dn}{du}=-2n+2qm.
\end{equation}

\section*{Counting intact and broken pairs}

With $m(0)=0$, the first equation gives
\begin{equation}
m=\frac q2\left(1-e^{-2u}\right).
\end{equation}
To lowest order $m$ is the amplitude for one signal and one idler, so the probability of an intact pair is $p=m^2$. It obeys
\begin{equation}
\frac{dp}{du}=2m\frac{dm}{du}=-4p+2qm.
\end{equation}
The rate 4 appears because losing either photon ends the intact pair.

Every idler belongs either to an intact pair or to a broken one. Let $h=n-p$ be the probability of an idler whose signal has been absorbed. Subtracting,
\begin{equation}
\frac{dh}{du}=-2n+4p=-2(p+h)+4p=2p-2h.
\end{equation}
The source $2p$ is absorption of a signal from an intact pair; the term $-2h$ is later absorption of the lone idler. If signal absorption is switched off, the source vanishes and $h=0$, whatever happens to the pump or the idler. This is the causal answer to the question.

Multiplying by $e^{2u}$ and integrating,
\begin{align}
h&=\int_0^u2p(v)e^{-2(u-v)}dv
=\frac{q^2}{2}e^{-2u}\int_0^u\left(e^{2v}-2+e^{-2v}\right)dv\\
&=\frac{q^2}{2}e^{-2u}\left[\frac{e^{2u}-1}{2}-2u+\frac{1-e^{-2u}}{2}\right]
=\frac{q^2}{4}\left[1-4ue^{-2u}-e^{-4u}\right].
\end{align}
Adding $p=(q^2/4)(1-2e^{-2u}+e^{-4u})$ gives the mean idler number per mode,
\begin{equation}
\mu=p+h=\frac{q^2}{2}\left[1-(1+2u)e^{-2u}\right],
\end{equation}
and therefore
\begin{equation}
\boxed{\eta=\frac p\mu=\frac{(1-e^{-2u})^2}{2[1-(1+2u)e^{-2u}]}}.
\end{equation}
The coupling $q$ cancels: it sets how many pairs are made, while $u$ sets what fraction is broken.

\section*{Small and large depletion}

For small $u$, the numerator is $4u^2(1-2u+7u^2/3+\cdots)$ and the denominator is $4u^2(1-4u/3+u^2+\cdots)$. Their ratio is
\begin{equation}
\eta=1-\frac{2u}{3}+\frac{4u^2}{9}+\cdots.
\end{equation}
The first correction can be read directly. Pair amplitudes from successive positions add in phase, so $p\simeq q^2v^2$ and most intact pairs appear late in the guide. The broken fraction is then $\int_0^u2v^2dv/u^2=2u/3$.

For large $u$, creation balances loss and $dh/du=0$ requires $h=p$, so $\eta\to1/2$. This limit is formal for silicon. There $\mu\to q^2/2$, which is about 4 for the parameters below and contradicts $\mu\ll1$.

\section*{Why a longer guide at lower power does not help}

Expanding the idler number gives $\mu=q^2u^2(1-4u/3+\cdots)$, hence $\sqrt\mu/q=u(1-2u/3+\cdots)$. The deficit is $1-\eta=(2u/3)(1-2u/3+\cdots)$, so
\begin{equation}
1-\eta\simeq\frac{2\sqrt\mu}{3q}.
\end{equation}
At fixed $\mu$ the deficit depends on $q$, and thus on $k_0n_2/\beta$. Length, power and area drop out, provided that linear loss and free-carrier absorption are negligible and phase matching is kept. Lower power weakens the absorption at each point, but the longer guide needed to restore $\mu$ gives it more distance to act. Accepting fewer pairs does reduce this deficit, though only as $\sqrt\mu$. In a real guide the gain ends at low power: linear loss sets a floor, and unpaired noise photons whose number is linear in pump power, such as those from spontaneous Raman scattering, grow relative to the pairs, whose number scales as $P^2$. Such noise is not in this model.

\section*{A silicon wire}

Take round, rough room-temperature values: $\lambda=1550$ nm, $\beta=0.7$ cm/GW, $n_2=5\times10^{-14}$ cm$^2$/W, $A=0.1\ \mu$m$^2=10^{-9}$ cm$^2$, $L=3$ mm, $P_0=0.4$ W and a 10 ps pulse. Then
\begin{align}
\frac{\beta P_0L}{A}&=\frac{(0.7\times10^{-9})(0.4)(0.3)}{10^{-9}}=0.084,
& u&=\ln1.084=0.0807,\\
r&=\frac{(4.054\times10^4)(5\times10^{-14})}{0.7\times10^{-9}}=2.90,
& q&=\sqrt{2.90^2+0.25}=2.94.
\end{align}
The pump leaves with $0.4/1.084=0.369$ W. The pair formulas give $p=0.0479$ and $h=0.0026$, so $\mu=0.0505$ and
\begin{equation}
\eta=\frac{0.0479}{0.0505}=94.9\%.
\end{equation}
About one herald in twenty has no partner, with no linear loss at all. The first-order estimate $1-2u/3$ gives 94.6\%. At 0.2 W in the same guide $\eta$ rises to 97.3\%, but $\mu$ falls to 0.0138.

For fixed $\mu=0.01$, the brightness law predicts a deficit of $2(0.1)/(3\times2.94)=2.27\%$. Guides of 1, 3 and 10 mm need 0.506, 0.169 and 0.0506 W respectively, and all three give $\eta=97.73\%$. The equality belongs to the model without linear loss or free carriers. Free-carrier loss scales as $P^2L$ and so favours the long guide slightly (about 97.6\%, 97.7\% and 97.7\% with the carrier inputs used below), whereas adding a linear loss of 0.2 dB/cm favours the short one (about 97.4\%, 97.2\% and 96.2\%).

A density-matrix calculation that includes multiple pairs separates the causes. Here efficiency means at least one signal photon given at least one idler photon. With cross absorption in both arms it is 95.2\%, slightly above the few-pair value; a second pair can supply a signal photon when the first has lost its own. With cross absorption in the signal arm alone it is 95.1\%. In the idler arm alone, or in neither, it is 100\%.

\section*{What a real device changes}

The parameters are typical of silicon wires in order of magnitude, but negligible linear loss is not. Wires with a rough loss of 2 dB/cm break that assumption. At fixed input power, this loss alone would give $\eta=95.4\%$, and together with two-photon absorption it gives 91.0\%. A low-loss guide at 0.2 dB/cm gives 94.5\%, close to the ideal result. Changing $\beta$ to 0.5 or 0.9 cm/GW at fixed power moves $\eta$ to 96.3\% or 93.6\%, so even the second digit of 94.9\% depends on the material value, and the third describes only the model. A measured efficiency is reduced further by filters, coupling and detectors.

Two-photon absorption also leaves free carriers, which absorb light in turn. Their density at the input reaches $4.4\times10^{15}$ cm$^{-3}$ by the end of the pulse; with the pulse-averaged density and a rough cross section of $1.45\times10^{-17}$ cm$^2$, $\eta$ becomes about 94.7\%. For a rough carrier lifetime of 1 ns and pulses 10 ns apart, a fraction of about $5\times10^{-5}$ survives to the next pulse. The lifetime depends strongly on the guide: at 10 ns, 37\% survives, carriers accumulate, and $\eta$ falls to about 94.4\%. A Gaussian pulse of the same peak power gives 95.8\% in a local-power estimate, because its wings cause less absorption.

Phase matching is attainable: for $\beta_2=-1$ ps$^2$/m the mismatch cancels at an offset of 2.0 THz, or 16 nm. The remainder due to pump depletion leaves $\eta$ at 94.9\%. Pump and photons separate by 0.04 ps, far less than the pulse duration, so the photons stay within the absorbing pump.

The result does depend on the collected bandwidth. Across the 0.1 THz bandwidth of a 10 ps pulse the mismatch changes by 0.05 rad, and the coherent formula applies. The opposite limit is a collection that gives equal weight to all mismatches, from far below zero to far above it. This requires a mismatch that varies nearly linearly with frequency across the whole phase-matching band, and filters much wider than that band. Integration over mismatch then removes interference between different birth positions. Pairs are born at a rate proportional to $P^2$, and each photon survives from $z$ to $L$ with probability
\begin{equation}
T=\exp\left(-\int_z^L\frac{2\beta P}{A}dz'\right)=\left[\frac{P(L)}{P(z)}\right]^2 .
\end{equation}
With $X=\beta P_0L/A$ and $x=\beta P_0z/A$, the product $P^2T$ is constant and $T=(1+x)^2/(1+X)^2$. Hence
\begin{equation}
\eta_{\rm broad}=\frac{\int_0^LP^2T^2dz}{\int_0^LP^2T\,dz}
=\frac{1}{X}\int_0^X\frac{(1+x)^2}{(1+X)^2}dx
=\frac{(1+X)^3-1}{3X(1+X)^2}.
\end{equation}
For $X=0.084$ this is 92.5\%, the value labelled ``very broad collection'' in the output. It is a formal limit for the guide above. There $\theta$ is quadratic in $\Omega$ and, with $\beta_2<0$, $\theta L$ cannot exceed its value at $\Omega=0$, $2\gamma PL\approx0.5$ rad, so even very wide filters leave part of the interference; with $\beta_2$ as the only dispersion, wide collection gives about 94\%. Its first-order deficit is $u$ instead of $2u/3$, because births are no longer weighted towards the output.

The mechanism itself disappears when two photons together cannot cross the gap. For equal photon energies and the program's gap input of 1.12 eV, ignoring phonon energies, this happens beyond about 2.2 $\mu$m. Linear loss and carriers from other sources would remain. So would three-photon absorption, as long as three photons together can cross the gap: a signal photon can then be absorbed with two pump photons, at a rate that grows as the square of the pump power. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
Wavelength: 1550 nm
Effective area: 0.1 um2
Guide length: 3 mm
Input peak power: 0.4 W
TPA coefficient (rough): 0.7 cm/GW
Kerr index (rough): 5e-14 cm2/W
Photon energy: 0.7999 eV
Silicon gap (rough): 1.12 eV
Two-photon threshold wavelength: 2214 nm
Weak-wave/pump fractional loss ratio: 1.9998
Kerr coefficient gamma: 202.68 1/(W m)
Ratio r: 2.8955
Pair coupling q: 2.9383
beta P0 L/A: 0.084
Depletion variable u: 0.080658
Output peak power: 0.369 W
Intact pairs per mode: 0.047905
Broken pairs with surviving idler: 0.0025737
Mean idlers per mode mu: 0.050478
Heralding efficiency: 94.901 %
First-order estimate 1-2u/3: 94.623 %
At 0.1 W: mu 0.00363, eta 98.634 %
At 0.2 W: mu 0.01384, eta 97.331 %
Click eta, XTPA in both arms: 95.197 %
Click eta, XTPA in signal only: 95.095 %
Click eta, XTPA in idler only: 100 %
Click eta, no XTPA: 100 %
Fixed brightness mu: 0.01
Brightness-law deficit: 2.2689 %
Length 1 mm: power 0.50634 W, eta 97.7310 %
Length 3 mm: power 0.16878 W, eta 97.7310 %
Length 10 mm: power 0.05063 W, eta 97.7310 %
Dispersion beta2 (rough): -1 ps2/m
Phase-matched offset: 1.9859 THz
Phase-matched offset in wavelength: 15.915 nm
Pulse duration: 10 ps
Pump-photon walk-off: 0.037433 ps
Mismatch across 1/pulse bandwidth: 0.04704 rad
Eta with residual nonlinear phase: 94.901 %
Eta with uncompensated nonlinear phase: 94.866 %
Carrier cross section (rough): 1.45e-17 cm2
Carriers at pulse end, input: 4.3696e+15 cm^-3
Eta with pulse-averaged carriers: 94.668 %
Carrier lifetime 1.0 ns, pulse period 10.0 ns (rough)
Carrier fraction left at next pulse: 4.54e-05
Eta with 0.2 dB/cm linear loss: 94.511 %
Eta with 2 dB/cm linear loss: 91.007 %
Eta with 2 dB/cm loss, no TPA: 95.448 %
Eta for Gaussian pulse, local estimate: 95.823 %
Eta for very broad collection: 92.451 %
Broad-collection mismatch scan: 92.475 %
Eta for beta 0.5 cm/GW: 96.262 %
Eta for beta 0.9 cm/GW: 93.609 %
\end{verbatim}
